# Exchange splitting and Rashba inversion of j = 1/2 perovskite excitons: test program

```python
# Exciton fine structure for an s-like valence doublet and a p-like j=1/2 conduction doublet.
# Pair amplitude = 2x2 matrix A[m,s]; D = 1/sqrt2 (dark), X,Y,Z = sigma_b/sqrt2 (bright).
# Under test (hbar=1; mu, M reduced and total mass; ac, av Rashba constants a*(sigma x k)_z):
#  exchange = (2/3) w delta(r) P_T, Delta = 2w/(3 pi a^3), w = sum_{G!=0} 4 pi e^2 |rho_sp(G)|^2/G^2
#  K=0: E_D=-mu(ac-av)^2, E_XY=Delta-mu(ac^2+av^2), E_Z=Delta-mu(ac+av)^2
#  inversion: Z for 4 mu ac av > Delta, XY for 2 mu ac av > Delta
#  ac=av: E_Z=-b^2+b^4 (b=2 alpha, exciton units), alpha*=sqrt(Delta/4mu)(1+Delta/(4Ry))
#  s-p model: ac=2 P dp/(3Eg), av=ac*Dso/(Eg+Dso)
#  finite K: ring minimum -(M g^2-d/2)^2/(2 M g^2), d=Delta-2 mu ac av, g=(me ac+mh av)/M
#  confined pair: sum_n <0|ke|n><n|kh|0>/(En-E0)=0, diagonal sums = m/2
# Exciton units: length a, energy 2Ry, mass mu.
import numpy as np
from scipy import constants as C
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.special import roots_laguerre, eval_genlaguerre

e2 = C.e/(4*np.pi*C.epsilon_0)*1e10          # eV A
h2m = C.hbar**2/C.m_e/C.e*1e20               # eV A^2
def out(label, val, unit=""):
    print(f"{label} = {val:.5g} {unit}")

I2 = np.eye(2)
sig = [np.array([[0, 1], [1, 0]], complex), np.array([[0, -1j], [1j, 0]]), np.array([[1, 0], [0, -1]], complex)]
left = [np.kron(s, I2) for s in sig]         # A -> sigma A
right = [np.kron(I2, s.T) for s in sig]      # A -> A sigma
vD = I2.reshape(4)/np.sqrt(2) + 0j
vB = [s.reshape(4)/np.sqrt(2) for s in sig]
PT = (3*np.eye(4) - sum(l @ r for l, r in zip(left, right)))/4   # sigma_h = -sigma^T

# ---- j=1/2 doublet
eps = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    eps[i, j, k], eps[i, k, j] = 1, -1
L = [-1j*eps[c] for c in range(3)]
LS = sum(np.kron(L[c], sig[c]/2) for c in range(3))
J6 = [np.kron(L[c], I2) + np.kron(np.eye(3), sig[c]/2) for c in range(3)]
ev, U = eigh(LS)
Unum, Uf = U[:, :2], np.vstack(sig)/np.sqrt(3)
assert np.allclose(ev[:2], -1) and np.allclose(ev[2:], 0.5)
assert np.allclose(Unum @ Unum.conj().T, Uf @ Uf.conj().T)
assert all(np.allclose(J6[c] @ Uf, Uf @ sig[c]/2) for c in range(3))

# ---- exchange kernel from its definition, Gaussian Bloch sums at the zone corner
a0, wid, N = 6.0, 1.2, 24
xg = np.arange(N)*a0/N
g1 = sum((-1)**n*np.exp(-(xg-n*a0)**2/(2*wid**2)) for n in range(-3, 5))
h1 = sum((-1)**n*(xg-n*a0)*np.exp(-(xg-n*a0)**2/(2*wid**2)) for n in range(-3, 5))
dV = (a0/N)**3
def orb(f, g, h):
    u = np.einsum('i,j,k->ijk', f, g, h)
    return u/np.sqrt((u**2).sum()*dV)
us, up = orb(g1, g1, g1), [orb(h1, g1, g1), orb(g1, h1, g1), orb(g1, g1, h1)]
G = 2*np.pi*np.fft.fftfreq(N, a0/N)
G2 = (G[:, None, None]**2 + G[None, :, None]**2 + G[None, None, :]**2).ravel()
vG = np.where(G2 > 0, 4*np.pi*e2/np.where(G2 > 0, G2, 1), 0)
def kernel(Uc):
    rho = np.array([np.fft.fftn(us*sum(Uc[2*a+s, m]*up[a] for a in range(3))).ravel()*dV
                    for m in range(2) for s in range(2)])
    return (rho.conj()*vG) @ rho.T
w_g = (vG*abs(np.fft.fftn(us*up[0]).ravel()*dV)**2).sum()
ex = np.linalg.eigvalsh(kernel(Unum))/w_g
assert w_g > 0 and np.allclose(ex, [0, 2/3, 2/3, 2/3], atol=1e-10)
assert np.allclose(kernel(Uf)/w_g, 2/3*PT, atol=1e-10)
ex0 = np.linalg.eigvalsh(kernel(np.vstack([I2, 0*I2, 0*I2])))/w_g
assert np.allclose(ex0, [0, 0, 0, 2], atol=1e-10)
q = np.array([1.0, 2.0, -0.5]); q /= np.linalg.norm(q)
dq = np.array([sum(q[a]*Uf[2*a+s, m] for a in range(3)) for m in range(2) for s in range(2)])
vL = sum(q[a]*vB[a] for a in range(3))
assert np.allclose(np.outer(dq.conj(), dq), 2/3*np.outer(vL, vL.conj()))
print(f"Gaussian cell model: lattice {a0} A, orbital width {wid} A")
out("w of Gaussian model", w_g, "eV A^3")
print("kernel eigenvalues / w, j=1/2:", np.round(abs(ex), 6))
print("kernel eigenvalues / w, no spin-orbit:", np.round(abs(ex0), 6))

# ---- sign of the Rashba constants, 8x8 s-p model
Eg, Dso, P, dp, ky = 2.0, 1.5, 8.0, 0.1, 1e-4
H8 = np.zeros((8, 8), complex)
H8[2:, 2:] = (Eg + 2*Dso/3)*np.eye(6) + 2*Dso/3*LS
H8[:2, 4:6], H8[:2, 6:8] = 1j*P*ky*I2, dp*I2
H8[2:, :2] = H8[:2, 2:].conj().T
Jx8 = np.zeros((8, 8), complex); Jx8[:2, :2] = sig[0]/2; Jx8[2:, 2:] = J6[0]
E8, V8 = eigh(H8)
def slope(i):
    return (E8[i+1]-E8[i])/(2*ky)*np.sign((V8[:, i+1].conj() @ Jx8 @ V8[:, i+1]).real)
ac_f = 2*P*dp/(3*Eg); ratio = Dso/(Eg+Dso)
assert abs(slope(2)/ac_f-1) < 0.02 and abs(slope(0)/(ac_f*ratio)-1) < 0.02   # O(dp^2/Eg^2) terms
print(f"s-p model: Eg {Eg} eV, Dso {Dso} eV, P {P} eV A, dp {dp} eV")
print(f"alpha_c formula {ac_f:.4f}, 8x8 {slope(2):.4f} eV A")
print(f"alpha_v formula {ac_f*ratio:.4f}, 8x8 {slope(0):.4f} eV A")
out("alpha_v/alpha_c formula", ratio)

# ---- relative motion in a Laguerre x spherical-harmonic basis (states even in z)
def orbital(lmax, nr):
    x, wq = roots_laguerre(60); r = x/2; wt = wq*r**2/2
    f, df = [], []
    for l in range(lmax+1):
        Lg = np.array([eval_genlaguerre(n, 2*l+2, x) for n in range(nr)])
        dL = np.array([-2*eval_genlaguerre(n-1, 2*l+3, x) if n else 0*x for n in range(nr)])
        F = r**l*Lg; dF = l*r**(l-1.0)*Lg + r**l*dL - F
        nm = np.sqrt((F**2*wt).sum(1))
        f.append(F/nm[:, None]); df.append(dF/nm[:, None])
        if l == 0:
            at0 = np.array([eval_genlaguerre(n, 2, 0.0) for n in range(nr)])/nm/np.sqrt(4*np.pi)
    lm = [(l, m) for l in range(lmax+1) for m in range(-l, l+1) if (l+m) % 2 == 0]
    sl = {t: slice(i*nr, (i+1)*nr) for i, t in enumerate(lm)}
    n = len(lm)*nr
    H0, kp, org = np.zeros((n, n)), np.zeros((n, n), complex), np.zeros(n)
    org[:nr] = at0
    for l, m in lm:
        H0[sl[l, m], sl[l, m]] = 0.5*(df[l]*wt) @ df[l].T + (f[l]*wt*(l*(l+1)/(2*r**2)-1/r)) @ f[l].T
        if (l+1, m+1) in sl:
            an = -np.sqrt((l+m+1)*(l+m+2)/((2*l+1)*(2*l+3)))
            kp[sl[l+1, m+1], sl[l, m]] = -1j*an*(f[l+1]*wt) @ (df[l]-l*f[l]/r).T
        if (l-1, m+1) in sl:
            an = np.sqrt((l-m)*(l-m-1)/((2*l-1)*(2*l+1)))
            kp[sl[l-1, m+1], sl[l, m]] = -1j*an*(f[l-1]*wt) @ (df[l]+(l+1)*f[l]/r).T
    return H0, (kp+kp.conj().T)/2, (kp-kp.conj().T)/2j, org
H0, kx, _, _ = orbital(6, 14)
assert abs(eigh(H0+0.3*kx, eigvals_only=True, subset_by_index=[0, 0])[0] + 0.5 + 0.3**2/2) < 1e-7

def solver(lmax, nr):
    H0, kx, kyy, org = orbital(lmax, nr); Io = np.eye(len(org))
    Hb = np.kron(np.eye(4), H0)
    Rc = np.kron(left[0], kyy) - np.kron(left[1], kx)
    Rv = np.kron(right[0], kyy) - np.kron(right[1], kx)
    Tc, Tv = np.kron(left[1], Io), np.kron(right[1], Io)
    def low(ac, av, K=0.0):      # equal masses, K along x; energies from the 1s level
        E, V = eigh(Hb + ac*Rc - av*Rv - K*(ac*Tc+av*Tv)/2, subset_by_index=[0, 3])
        return E + 0.5 + K**2/8, np.einsum('o,sob->sb', org, V.reshape(4, len(org), 4))
    return low
low = solver(3, 8)
def levels(ac, av, Dl, lw=low):  # D, XY, Z at K=0
    E, am = lw(ac, av)
    iD, iZ = np.argmax(abs(vD.conj() @ am)), np.argmax(abs(vB[2].conj() @ am))
    iX = np.argmax(abs(vB[0].conj() @ am)**2 + abs(vB[1].conj() @ am)**2)
    xc = np.pi*(abs(PT @ am)**2).sum(0)
    assert xc[iD] < 1e-12
    return np.array([E[i] + Dl*xc[i] for i in (iD, iX, iZ)])
def lowestK(al, K, Dl, Dlt):
    E, am = low(al, al, K)
    W = Dl*PT + Dlt*np.outer(vB[0], vB[0].conj())
    return np.linalg.eigvalsh(np.diag(E) + np.pi*am.conj().T @ W @ am)[0]
def formula(ac, av, Dl):
    return np.array([-(ac-av)**2, Dl-ac**2-av**2, Dl-(ac+av)**2])
for ac, av in [(0.02, 0.012), (0.02, -0.012), (0.005, 0.015)]:
    assert np.max(abs(levels(ac, av, 0)-formula(ac, av, 0))) < 5e-3*(ac**2+av**2)
assert abs(levels(0.15, 0.15, 0)[0]) < 1e-10
b = 0.05; c4 = (levels(b/2, b/2, 0)[2] + b**2)/b**4
assert abs(c4-1) < 0.05                      # remainder is O(b^2)
out("fourth-order coefficient of E_Z at b=0.05", c4)

# ---- worked example
me = mh = 0.2; epsr, w, DLT = 6.0, 150.0, 0.002
mu = me*mh/(me+mh); aX = epsr*h2m/(mu*e2); Ha = e2/(epsr*aX); ua = Ha*aX
Delta = 2*w/(3*np.pi*aX**3); Dl, Dlt = Delta/Ha, DLT/Ha
print(f"example: me=mh={me} m0, eps={epsr}, w={w} eV A^3, Delta_LT={DLT} eV")
out("hbar^2/m0", h2m, "eV A^2"); out("mu", mu, "m0"); out("a", aX, "A"); out("Ry_X", Ha/2, "eV")
out("|phi(0)|^2", 1/(np.pi*aX**3), "A^-3"); out("Delta", Delta, "eV"); out("Delta/Ry_X", 2*Dl)
aZ, aXY, aU = np.sqrt(Dl/4), np.sqrt(Dl/2), np.sqrt(Dl/(4*ratio))
def root(idx, rt, guess):
    def gap(t):
        lv = levels(t, rt*t, Dl); return lv[idx]-lv[0]
    return brentq(gap, 0.8*guess, 1.2*guess, xtol=1e-8)
nZ, nXY, nU = root(2, 1, aZ), root(1, 1, aXY), root(2, ratio, aU)
assert abs(nZ/aZ-1-Dl/2) < 1.5e-3 and abs(nXY/aXY-1) < 0.03 and abs(nU/aU-1) < 0.03
big = levels(nZ, nZ, Dl, solver(4, 12))
assert abs(big[2]-big[0]) < 1e-3*Dl
out("threshold product ac*av for Z", (aZ*ua)**2, "eV^2 A^2")
out("alpha* Z, second order", aZ*ua, "eV A"); out("alpha* Z, second order", aZ*ua/e2, "hartree bohr")
out("alpha* Z, with next order", aZ*(1+Dl/2)*ua, "eV A"); out("alpha* Z, diagonalized", nZ*ua, "eV A")
out("mu alpha* a / hbar^2", aZ); out("band Rashba energy at alpha* Z", me*(aZ*ua)**2/(2*h2m), "eV")
out("alpha* XY, second order", aXY*ua, "eV A"); out("alpha* XY, second order", aXY*ua/e2, "hartree bohr")
out("alpha* XY, diagonalized", nXY*ua, "eV A")
out("unequal case alpha_c*, second order", aU*ua, "eV A"); out("unequal case alpha_c*, diagonalized", nU*ua, "eV A")
out("polar mixing dp needed", aU*ua*3*Eg/(2*P), "eV")
for al, sg in [(0.2, 1), (0.2, -1)]:
    lv, fm = levels(al/ua, sg*al/ua, Dl), formula(al/ua, sg*al/ua, Dl)
    assert np.max(abs(lv-fm)) < 0.05*4*(al/ua)**2 and np.argmin(lv) == (2 if sg > 0 else 0)
    print(f"ac={al}, av={sg*al} eV A: D,XY,Z formula", " ".join(f"{v*Ha:.3e}" for v in fm), "eV")
    print(f"ac={al}, av={sg*al} eV A: D,XY,Z diagon.", " ".join(f"{v*Ha:.3e}" for v in lv*(abs(lv) > 1e-10)), "eV")

# ---- finite K, symmetric case, x = 4 mu alpha^2, M = 4 mu
def ring(x):
    d = Dl - x/2
    return (-(x-d/2)**2/(2*x), np.sqrt((x*x-d*d/4)/(x/4))) if x > abs(d)/2 else (min(0, d), 0.0)
Kg = np.linspace(0, np.sqrt(32*Dl), 201)
KX, KZ = [t.ravel() for t in np.meshgrid(Kg, Kg[::5])]
Kn = np.hypot(KX, KZ); ux = np.where(Kn > 0, KX/np.where(Kn > 0, Kn, 1), 1); uz = np.sqrt(np.clip(1-ux**2, 0, 1))
vl = ux[:, None]*vB[0] + uz[:, None]*vB[2]
for xr, atzero in [(0.38, True), (0.42, False), (1, False), (1.9, False), (2.1, True), (3, True)]:
    x = xr*Dl; al = np.sqrt(x)/2
    S = [al*(left[i]-right[i]) for i in range(2)]
    Hk = (Dl*PT - (S[0] @ S[0] + S[1] @ S[1])/2)[None] + Dlt*vl[:, :, None]*vl.conj()[:, None, :] \
        + (Kn**2/8)[:, None, None]*np.eye(4) - KX[:, None, None]*al*(left[1]+right[1])/2
    El = np.linalg.eigvalsh(Hk)[:, 0]
    assert abs(El.min() - min(ring(x)[0], Dl-x)) < 1e-4*Dl and (Kn[El.argmin()] == 0) == atzero
Er, K0 = ring(Dl)
mn = minimize_scalar(lambda K: lowestK(aZ, K, Dl, Dlt), bounds=(0.5*K0, 1.5*K0), method='bounded', options={'xatol': 1e-3})
assert abs(mn.fun-Er) < 0.02*Dl and abs(mn.x/K0-1) < 0.05
for xr, ringlow in [(1.5, True), (3.0, False)]:
    al = np.sqrt(xr*Dl)/2
    assert (lowestK(al, ring(xr*Dl)[1], Dl, Dlt) < levels(al, al, Dl)[2]) == ringlow
x_on = brentq(lambda x: x-(Dl-x/2)/2, 0.01*Dl, Dl)
x_gl = brentq(lambda x: ring(x)[0]-(Dl-x), Dl, 3*Dl)
out("x/Delta at ring onset", x_on/Dl); out("alpha at ring onset", np.sqrt(x_on)/2*ua, "eV A")
out("x/Delta where Z is global minimum", x_gl/Dl); out("alpha where Z is global minimum", np.sqrt(x_gl)/2*ua, "eV A")
print(f"ring energy at alpha* Z: formula {Er*Ha:.4e}, diagonalized {mn.fun*Ha:.4e} eV")
print(f"ring radius at alpha* Z: formula {K0/aX:.4e}, diagonalized {mn.x/aX:.4e} 1/A")

# ---- confined, correlated pair on a 1D grid (dimensionless)
n, box, m1, m2 = 35, 14.0, 1.0, 1.6
xx = (np.arange(n)-n//2)*box/n
D1 = np.fft.ifft(1j*2*np.pi*np.fft.fftfreq(n, box/n)[:, None]*np.fft.fft(np.eye(n), axis=0), axis=0).real
De, Dh = np.kron(D1, np.eye(n)), np.kron(np.eye(n), D1)
xe, xh = [t.ravel() for t in np.meshgrid(xx, xx, indexing='ij')]
Vp = 0.5*xe**2 + 0.02*xe**4 + 0.6*(xh-0.3)**2 - 2*np.exp(-(xe-xh)**2/2)
T2 = D1 @ D1
E, V = eigh(-np.kron(T2, np.eye(n))/(2*m1) - np.kron(np.eye(n), T2)/(2*m2) + np.diag(Vp))
pe, ph = De @ V[:, 0], Dh @ V[:, 0]
def chi(u, v):
    return ((V[:, 1:].T @ u)*(V[:, 1:].T @ v)/(E[1:]-E[0])).sum()
pr = (m2*pe-m1*ph)/(m1+m2)
assert abs(pe @ ph) > 0.05 and abs(chi(pe, ph)) < 1e-5
assert abs(chi(pe, pe)-m1/2) < 1e-5 and abs(chi(ph, ph)-m2/2) < 1e-5
assert abs(chi(pr, pr)-m1*m2/(m1+m2)/2) < 1e-5
print(f"confined pair (dimensionless), masses {m1}, {m2}: <ke kh> = {pe @ ph:.4f}")
print(f"sums ee {chi(pe, pe):.6f}, hh {chi(ph, ph):.6f}, |eh| {abs(chi(pe, ph)):.6f}, relative {chi(pr, pr):.6f}")
print("no test failed")
```

Running it gives:

```
Gaussian cell model: lattice 6.0 A, orbital width 1.2 A
w of Gaussian model = 294.39 eV A^3
kernel eigenvalues / w, j=1/2: [0.       0.666667 0.666667 0.666667]
kernel eigenvalues / w, no spin-orbit: [0. 0. 0. 2.]
s-p model: Eg 2.0 eV, Dso 1.5 eV, P 8.0 eV A, dp 0.1 eV
alpha_c formula 0.2667, 8x8 0.2659 eV A
alpha_v formula 0.1143, 8x8 0.1138 eV A
alpha_v/alpha_c formula = 0.42857 
fourth-order coefficient of E_Z at b=0.05 = 0.99175 
example: me=mh=0.2 m0, eps=6.0, w=150.0 eV A^3, Delta_LT=0.002 eV
hbar^2/m0 = 7.62 eV A^2
mu = 0.1 m0
a = 31.751 A
Ry_X = 0.037794 eV
|phi(0)|^2 = 9.9447e-06 A^-3
Delta = 0.00099447 eV
Delta/Ry_X = 0.026313 
threshold product ac*av for Z = 0.018945 eV^2 A^2
alpha* Z, second order = 0.13764 eV A
alpha* Z, second order = 0.0095585 hartree bohr
alpha* Z, with next order = 0.13854 eV A
alpha* Z, diagonalized = 0.13857 eV A
mu alpha* a / hbar^2 = 0.057351 
band Rashba energy at alpha* Z = 0.00024862 eV
alpha* XY, second order = 0.19465 eV A
alpha* XY, second order = 0.013518 hartree bohr
alpha* XY, diagonalized = 0.19339 eV A
unequal case alpha_c*, second order = 0.21025 eV A
unequal case alpha_c*, diagonalized = 0.21221 eV A
polar mixing dp needed = 0.078843 eV
ac=0.2, av=0.2 eV A: D,XY,Z formula -0.000e+00 -5.540e-05 -1.105e-03 eV
ac=0.2, av=0.2 eV A: D,XY,Z diagon. 0.000e+00 -7.010e-05 -1.049e-03 eV
ac=0.2, av=-0.2 eV A: D,XY,Z formula -2.100e-03 -5.540e-05 9.945e-04 eV
ac=0.2, av=-0.2 eV A: D,XY,Z diagon. -2.046e-03 -7.010e-05 9.945e-04 eV
x/Delta at ring onset = 0.4 
alpha at ring onset = 0.087051 eV A
x/Delta where Z is global minimum = 2 
alpha where Z is global minimum = 0.19465 eV A
ring energy at alpha* Z: formula -2.7970e-04, diagonalized -2.7484e-04 eV
ring radius at alpha* Z: formula 6.9958e-03, diagonalized 6.9438e-03 1/A
confined pair (dimensionless), masses 1.0, 1.6: <ke kh> = -0.2065
sums ee 0.500000, hh 0.800000, |eh| 0.000000, relative 0.307692
no test failed
```
